# Honeycomb Kane-Mele bands from layer orbitals in twisted dichalcogenide homobilayers, part 2

Two identical dichalcogenide monolayers are twisted by a small angle. For one valley, spin up, $h$ is minus the valence Hamiltonian, so the top valence bands are its lowest. It acts on envelopes $(f_b,f_t)$ of the bottom and top layers:

$$h=\begin{pmatrix}\dfrac{p^2}{2m}+U_b(r)&T(r)\\ T^*(r)&\dfrac{p^2}{2m}+U_t(r)\end{pmatrix},\qquad T(r)=-w\sum_{j=1}^3e^{iq_j\cdot r},\quad w>0. \tag{1}$$

Here $p=-i\hbar\nabla$; in phases, $p,k,q$ are wave vectors. The moire period is $a$, $d=a/\sqrt3$, $a_1=a(1,0)$, $a_2=a(\tfrac12,\tfrac{\sqrt3}2)$. $C_3$ rotates by $120^\circ$ anticlockwise, $\omega=e^{2\pi i/3}$, $q_1=\frac{4\pi}{3a}(1,0)$, $q_2=C_3q_1$, $q_3=C_3^2q_1$. Reciprocal vectors are $g_1=q_1-q_2$, $g_2=q_2-q_3$, $g_3=q_3-q_1$.

$U_b$ has wells at A sites, $A_0=(a_1+a_2)/3$ and translates; $U_t(r)=U_b(-r)$ has wells at B sites. First neighbours of A lie at $\delta_1=(0,-d)$, $\delta_2=(\tfrac a2,\tfrac d2)$, $\delta_3=(-\tfrac a2,\tfrac d2)$; second neighbours at $\pm s_j$, with $s_1=a_1$, $s_2=a_2-a_1$, $s_3=-a_2$.

Momentum $k$ has waves $k+G$ in layer $b$ and $k-q_1+G$ in $t$, with $G$ reciprocal. The points $\kappa_b,\kappa_t,\gamma$ are $k=0,q_1,-q_1$; $k'=k+q_1$ is measured from $\gamma$.

Trial orbitals are real, localised and $C_3$ symmetric about their sites, A in layer $b$, B in $t$. If the two lowest bands are isolated and the projection of these orbitals onto them is nonsingular (linearly independent at every momentum), then:

(a) The pair has exponentially localised Wannier orbitals and total Chern number zero; such orbitals give a smooth periodic frame, which forces zero.

(b) To second neighbours, with site energy $\varepsilon$ and real $t_1$,

$$\begin{aligned}H_{AA}&=\varepsilon-2t_2\sum_j\cos(k'\cdot s_j+\phi),\\ H_{BB}&=\varepsilon-2t_2\sum_j\cos(k'\cdot s_j-\phi),\\ H_{AB}&=t_1\sum_je^{ik'\cdot\delta_j}.\end{aligned}\tag{5}$$

Still to be proved:

(c) If $t_1\neq0$, $t_2>0$ and $\sin\phi\ne0$, the lower and upper bands of the truncated model have Chern numbers $\pm\,\mathrm{sgn}(\sin\phi)$.

(d) Together with the time-reversed valley this is the Kane-Mele model with conserved spin and no Rashba term, supplemented by a spin-independent second-neighbour hopping.

Lemma 3: bare (separate-layer) orbitals have $\phi=2\pi/3$; each layer's energy is $\varepsilon-6t_2$ at its minimum and $\varepsilon+3t_2$ at the zone corners. To first order in $w$, $t_1\propto w$, and the bond integral at midpoint $\mu$ has, up to a real factor, the phase of $\sum_je^{iq_j\cdot\mu}$.

### 7. Gap and Chern numbers

Write (5) as $H=d_0+\mathbf d\cdot\boldsymbol\sigma$. Then $d_x-id_y=H_{AB}$. Using $\cos(x+\phi)-\cos(x-\phi)=-2\sin x\sin\phi$,

$$d_z=\frac{H_{AA}-H_{BB}}2=2t_2\sin\phi\sum_j\sin(k'\cdot s_j). \tag{6}$$

The sum $\sum_je^{ik'\cdot\delta_j}$ vanishes when its three unit terms differ in phase by $120^\circ$. This occurs at $k'=\pm q_1$ and equivalent points, and nowhere else. At $q_1$ each sine in (6) is $-\sqrt3/2$; at $-q_1$ each is $+\sqrt3/2$. Hence

$$d_z(\kappa_b)=-3\sqrt3\,t_2\sin\phi,\qquad d_z(\kappa_t)=+3\sqrt3\,t_2\sin\phi,$$

and the gap at either corner is

$$\Delta=2|d_z|=6\sqrt3\,t_2|\sin\phi|. \tag{7}$$

For bare orbitals it is $9t_2$, which is also the difference between $\varepsilon+3t_2$ and $\varepsilon-6t_2$ found in Lemma 3. For $\sin\phi>0$ the lower state is built from A orbitals at $\kappa_b$ and from B orbitals at $\kappa_t$. When these orbitals lie mainly in their own layers, $b$ and $t$, each layer is lower where its own kinetic energy is smallest.

*Proof of (c).* Let $\theta,\varphi$ be the polar angles of $\mathbf d$. The lower eigenvector is

$$u=\begin{pmatrix}-\sin(\theta/2)e^{-i\varphi}\\ \cos(\theta/2)\end{pmatrix}.$$

Its Berry connection is $\mathcal A=i\langle u|\nabla u\rangle=\sin^2(\theta/2)\nabla\varphi=\tfrac12(1-\cos\theta)\nabla\varphi$, with curl $\tfrac12\sin\theta\,(\nabla\theta\times\nabla\varphi)_z$. This is half the oriented solid angle swept by $\mathbf d$ per unit area of momentum space. If $\mathbf d/|\mathbf d|$ covers the sphere $n$ times, the flux is $2\pi n$, and the Chern number is $C=n$.

The number $n$ is found by counting the momenta at which $\mathbf d$ points to the north pole, each with the sign of the determinant of $(d_x,d_y)$ with respect to $(k_x,k_y)$. Put $k'=q_1+\eta$, with $\eta=|\eta|(\cos\beta,\sin\beta)$. If $\alpha_j$ is the direction angle of $\delta_j$, the values $\alpha_j=270^\circ,30^\circ,150^\circ$ give $e^{iq_1\cdot\delta_j}=1,\omega,\omega^2=ie^{i\alpha_j}$. To first order,

$$H_{AB}=t_1\sum_jie^{i\alpha_j}\,i\,|\eta|d\cos(\alpha_j-\beta)=-\tfrac32t_1d\,|\eta|e^{i\beta}=-v(\eta_x+i\eta_y),$$

where $v=\sqrt3\,a\,t_1/2$. The sum was evaluated by writing the cosine as two exponentials; the terms in $e^{2i\alpha_j}$ cancel. Thus $(d_x,d_y)=(-v\eta_x,v\eta_y)$, with negative determinant. At $-q_1+\eta$, the relation $H_{AB}(-k')=H_{AB}(k')^*$ gives $v(\eta_x-i\eta_y)$, hence $(d_x,d_y)=(v\eta_x,v\eta_y)$, with positive determinant.

For $\sin\phi>0$ the north pole is reached at $\kappa_t$ alone, so $C=+1$. For $\sin\phi<0$ it is reached at $\kappa_b$ alone, so $C=-1$. The upper band has the opposite Chern number. ∎

The Chern numbers pass unchanged to the continuum bands if the neglected hops can be turned on without closing the gap within the pair.

For orbitals that lie almost entirely in their own layers, a voltage between the layers adds approximately a constant $D$ to $d_z$. Take it as constant in the truncated model. As long as $|D|<3\sqrt3\,t_2|\sin\phi|$, the two corner values retain opposite signs and the Chern numbers survive. For larger $|D|$ the north pole is reached at both corners with opposite signs, or at neither, and both bands have $C=0$. The Wannier orbitals may survive this change; the topology of the separate bands does not.

When $t_1$ tends to zero, the two layer bands cross along lines where $d_z=0$. The pair may still be isolated from higher bands, but its two members are then no longer separated from each other.

### 8. The second valley

*Proof of (d).* Time reversal takes valley K with spin up to the opposite valley with spin down. With momentum again measured from $\gamma$, $H_\downarrow(k')=H_\uparrow(-k')^*$. Every hopping is replaced by its complex conjugate: $t_1$ stays and $\phi$ changes sign. Let $\nu=+1$ for a hop from A along $s_j$ in the convention of (5), $\nu=-1$ for the reverse direction, and the opposite signs on B. With $\sigma=\pm1$ for spin up and down, a second-neighbour hopping is

$$-t_2e^{i\nu\sigma\phi}=-t_2\cos\phi-i\nu\sigma\,t_2\sin\phi. \tag{8}$$

The last term is the Kane-Mele spin-orbit term, of magnitude $t_2|\sin\phi|$. Model (1) has no spin-flip process, so a Rashba term is absent. The first term in (8) is a spin-independent hopping. It shifts both bands together and does not enter $\mathbf d$. ∎

The lower bands of the two spins have opposite Chern numbers of magnitude one. Their sum vanishes, as time reversal requires, while the Chern number of one spin is odd. For conserved spin this is the quantum spin Hall state of the noninteracting model when the lower hole band of each spin is filled and a gap separates it from the upper one. That filling is two holes per moire cell. Interactions can change the ground state, and no claim about them is made here.

### 9. What rotation eigenvalues require

**Lemma 5.** For an isolated group of bands with Chern number $C$,

$$e^{2\pi iC/3}=\prod\xi(\kappa_b)\,\xi(\kappa_t)\,\xi(\gamma), \tag{9}$$

where the product contains all $C_3$ eigenvalues $\xi$ of the group at the three points.

*Proof.* Consider one band; for a group, replace the connection by its trace and the eigenvalue by the product of eigenvalues. Use the unprimed $k$. The rhombus with corners $0,q_1,-q_3,q_2$, taken anticlockwise, is one third of the hexagonal zone. Its Berry flux is $2\pi C/3$, because rotation maps it to the other two thirds.

Let $C_3|\psi_k\rangle=e^{i\beta(k)}|\psi_{C_3k}\rangle$, with equal phases chosen for states at equivalent momenta. Since the state at $C_3k$ contains $e^{-i\beta(k)}$, the line integral of $\mathcal A$ along a rotated path exceeds the original by $\beta(\text{end})-\beta(\text{start})$.

The edge $0\to q_2$ is the rotated edge $0\to q_1$. These two edges are traversed in opposite senses and contribute $\beta(0)-\beta(q_1)$. The edge $q_2\to-q_3$ is, up to the reciprocal vector $g_2$, the edge $q_1\to-q_3$ rotated backwards. Its integral is smaller by $\beta(-q_1)-\beta(q_1)$, because $-q_3$ is equivalent to $-q_1$. The two edges therefore contribute $\beta(-q_1)-\beta(q_1)$. The sum is

$$\beta(0)+\beta(-q_1)-2\beta(q_1).$$

At the invariant points $e^{i\beta}=\xi$ and $\xi^3=1$, so $-2\beta(q_1)$ equals $\beta(q_1)$ modulo $2\pi$. This is (9). ∎

The honeycomb orbitals have definite eigenvalues. In layer $b$, rotation multiplies a Bloch sum of wave vector $p$ by $e^{i(C_3p-p)\cdot A_0}$; in layer $t$, $A_0$ is replaced by $-A_0$. At $\kappa_b$, $\kappa_t$ and $\gamma$ the layer-$b$ wave vectors are $0,q_1,-q_1$, and those of layer $t$ are $-q_1,0,-2q_1$. Using $g_1\cdot A_0=2\pi/3$, the pairs of eigenvalues $(b,t)$ are

$$\kappa_b:(1,\omega^*),\qquad\kappa_t:(\omega^*,1),\qquad\gamma:(\omega,\omega). \tag{10}$$

The product is one, in agreement with total Chern number zero. A nonsingular projection commutes with $C_3$, so the two continuum bands must have the same eigenvalues.

### 10. Breakdown when kinetic energy dominates

For a definite potential take

$$U_b(r)=-2V\sum_j\sin(g_j\cdot r)=iV\sum_j\left(e^{ig_j\cdot r}-e^{-ig_j\cdot r}\right),\qquad V>0. \tag{11}$$

At $A_0$ each argument is $2\pi/3$ modulo $2\pi$, and $U_b=-3\sqrt3\,V$. The period $a$ falls with twist, so kinetic energy grows as $a^{-2}$ while $V$ and $w$ are held fixed.

At $\gamma$ the longest waves are $-q_1,-q_2,-q_3$ in layer $b$ and $q_1,q_2,q_3$ in layer $t$. All six have the same kinetic energy. For $C_3$ eigenvalue $\omega^n$, with $n=0,\pm1$, the amplitudes on the waves labelled $j$ are $c_j\propto\omega^{-nj}$ in each layer. From (11), the wave $-q_1$ receives $-iV$ from $-q_2$ and $+iV$ from $-q_3$. The potential energy is

$$iV(\omega^n-\omega^{-n})=-2V\sin(2\pi n/3).$$

Layer $t$ gives the same value, since both the potential and the wave vectors change sign. Tunnelling connects $-q_i$ with $q_j$ for $i\ne j$, because then $-q_i-q_j$ is the third $q$. It gives $-w(\omega^n+\omega^{-n})$, which is $-2w$ for $n=0$ and $+w$ for $n=\pm1$. Measured from the common kinetic energy, the first-order levels are

$$n=1:\ -\sqrt3V\pm w,\qquad n=0:\ \pm2w,\qquad n=-1:\ \sqrt3V\pm w. \tag{12}$$

By (10) both honeycomb states belong to $n=1$. The level $-2w$ has $n=0$; in each layer its amplitude is largest at the hexagon centre, where the three waves add in phase. It lies below $-\sqrt3V+w$ when $w>V/\sqrt3$, and above $-\sqrt3V-w$ when $w<\sqrt3V$. Between these limits it is the second level. It has no overlap with either trial orbital, and the projection is singular.

If the eigenvalues at $\kappa_b$ and $\kappa_t$ remain those of (10), the product in (9) becomes $\omega^*\omega^*\omega=\omega^*$. The total Chern number is then $-1$ modulo 3 and cannot vanish. By the argument for part (a), no choice of exponentially localised, translation-related orbitals can represent this pair alone.

### 11. Worked example

The values are round model parameters: $m=0.6\,m_e$, monolayer lattice constant $0.35$ nm, $V=10$ meV, $w=8$ meV and twist $1.2^\circ$. Energies in meV and lengths in nm suit these scales. The period is $a=16.71$ nm, and $\hbar^2/2m=63.50$ meV nm$^2$.

**The wells.** Expanding (11) about $A_0$ gives the quadratic term $V(\sqrt3/2)\sum_j(g_j\cdot x)^2=\tfrac12Kx^2$, with $K=(3\sqrt3/2)Vg^2$ and $g=4\pi/(\sqrt3a)=0.434$ nm$^{-1}$. Thus $K=4.90$ meV nm$^{-2}$, and the oscillator quantum is

$$\hbar\Omega=\sqrt{2\,\frac{\hbar^2}{2m}\,K}=\sqrt{2(63.50)(4.90)}\ \text{meV}=24.9\ \text{meV}.$$

In two dimensions the zero-point energy is one quantum. The harmonic estimate of the orbital energy is $-51.96+24.94=-27.02$ meV; the Wannier orbitals have $-29.4$ meV.

**Conditions.** On a $12\times12$ momentum mesh the smallest direct gap to the third band is 12.1 meV, and the smallest singular value of the normalised projection is 0.98. At a momentum off this mesh, interpolation with all Wannier hoppings reproduces the continuum energies to about $10^{-8}$ meV.

**Hoppings.** The trial orbitals are Gaussians with the oscillator width of the well. The symmetries do not fix the Wannier orbitals uniquely, so the hoppings depend slightly on this choice: doubling the width raises $\phi$ by about $0.3^\circ$, lowers $t_2$ by about 1% and lowers the smallest singular value to 0.82. The projection gives

$$t_1=0.172\ \text{meV},\quad t_2=0.0134\ \text{meV},\quad\phi=125.9^\circ,\quad t_3=-0.0049\ \text{meV},$$

where $t_3$ joins opposite sites of a hexagon. At $\gamma$, (5) with $t_3$ added gives

$$\varepsilon-6t_2\cos\phi\pm3(t_1+t_3)=-29.423+0.047\pm0.501\ \text{meV},$$

or $-29.88$ and $-28.87$ meV. These agree with the lowest and highest energies of the pair on the mesh, which span 1.01 meV. The rms band error is 0.0072 meV with $t_1$ and $t_2$, and 0.0008 meV when $t_3$ is included. Relative to the span these are 0.7% and 0.08%.

Equation (7) gives $6\sqrt3(0.01341)\sin125.9^\circ=0.113$ meV at $\kappa_b$; the continuum gap is 0.112 meV. The continuum Chern numbers are $+1$ and $-1$, as (c) predicts for $\sin\phi>0$.

**The bare limit.** At $w=0.01$ meV the phase is $120.00^\circ$. Real-space integration of the bare orbitals gives bond phases $-60^\circ$, $60^\circ$ and $180^\circ$, and $t_1/w=0.01928$, equal to the value from the bands at this precision. Scaled to $w=8$ meV, this ratio predicts $t_1=0.154$ meV, about 10% below the full value. The second-neighbour hopping changes much more: from 0.0019 meV in the weak limit to 0.0134 meV. At this twist most of it is therefore induced by tunnelling, and $\phi$ moves by $5.9^\circ$. Subtracting the bare hopping from the full one, as complex numbers, leaves an induced part of about 0.0115 meV with phase $127^\circ$. The bare orbitals give the same sign of the Kane-Mele term, but they explain neither its size nor the closeness of the full phase to $120^\circ$, since the induced part dominates.

**Larger twist.** Here $V/\sqrt3=5.8$ meV and $\sqrt3V=17.3$ meV, so $w$ lies in the interval of Section 10. At a formally very large twist, the three lowest levels at $\gamma$ are $-25.35$, $-16.02$ and $-9.42$ meV from the kinetic energy; (12) gives $-25.32$, $-16.00$ and $-9.32$ meV. With increasing twist, the second and third levels at $\gamma$ cross at $3.07^\circ$.

At $4^\circ$ the projection at $\gamma$ is singular to numerical precision. The rotation eigenvalues require a total Chern number equal to 2 modulo 3. A $48\times48$ mesh gives 2, with $C=1$ for the first band and hence $C=1$ for the second. The largest Berry phase of a mesh cell is 0.38 rad, well below $\pi$. The $12\times12$ submesh gives zero, which contradicts the rotation eigenvalues; it does not resolve the curvature. The smallest direct gap to the third band on the fine mesh is 1.5 meV. Between mesh points it falls to 1.43 meV, near but not at $\gamma$, and stays open, so the pair is still separated. Isolation and interlayer tunnelling are both present at $4^\circ$, yet the two-orbital honeycomb description has failed. The crossing angle and the Chern numbers at $4^\circ$ belong to model (1) with potential (11) and fixed $V$ and $w$; they are not predictions for a particular material.

## Values computed for the example and the checks

```
effective mass: 0.60 m_e
monolayer lattice constant: 0.35 nm
potential V: 10.0 meV
tunnelling w: 8.0 meV
twist angle: 1.20 deg
moire period: 16.712 nm
hbar^2/2m: 63.500 meV nm^2
harmonic well quantum: 24.938 meV
smallest projection singular value on mesh: 0.9796
mean orbital energy: -29.4226 meV
t1: 0.17181 meV
t2: 0.01341 meV
phi: 125.929 deg
t3: -0.00494 meV
lower band minimum on mesh: -29.8792 meV
upper band maximum on mesh: -28.8729 meV
smallest direct gap on mesh, bands 2-3: 12.0580 meV
gap at kappa_b, continuum: 0.11242 meV
gap at kappa_b, t2 formula: 0.11285 meV
Chern number band 1: 1.000
Chern number band 2: -1.000
Chern number of lower model band: 1.000
rms band error, t1 and t2 only: 0.00720 meV
rms band error, t3 added: 0.00083 meV
Wannier interpolation error off mesh: 1.08e-08 meV
weak tunnelling w: 0.010 meV
weak: t2: 0.00193 meV
weak: phi: 120.0001 deg
weak: t1/w from bands: 0.019275
weak: t1/w from quadrature: 0.019275
overlap phase, bond midpoint a1/2: -60.000 deg
overlap phase, bond midpoint a2/2: 60.000 deg
overlap phase, bond midpoint (a1+a2)/2: 180.000 deg
singular value at gamma, 1.2 deg: 0.9820
singular value at gamma, 4 deg: 8.2e-14
twist of level crossing at gamma: 3.065 deg
4 deg: Chern number band 1: 1.000
4 deg: total Chern number bands 1+2: 2.000
4 deg: same total on the 12 x 12 submesh: 0.000
4 deg: total Chern number modulo 3 from C3: 2
4 deg: largest plaquette phase: 0.382 rad
4 deg: smallest direct gap on mesh, bands 2-3: 1.4967 meV
kinetic limit, gamma level 1: -25.346 meV, formula -25.321 meV
kinetic limit, gamma level 2: -16.022 meV, formula -16.000 meV
kinetic limit, gamma level 3: -9.422 meV, formula -9.321 meV
```
